\section*{Why the Gamma-point level of a supercell impurity is not the isolated level}

\section{One well and its reflections}

Take one electron in one dimension, in Hartree atomic units, bound by a well $-g\,\delta(x)$ with $g>0$. The bound state is $e^{-g|x|}$ and its energy is $-g^2/2$. Now repeat the well with period $L$ and look for the lowest state at the Gamma point, where the wavefunction has the period of the cell. This state is even about its well. Periodicity gives $\psi'(L/2)=\psi'(-L/2)$ and evenness gives $\psi'(-L/2)=-\psi'(L/2)$, so the slope vanishes at the cell boundary. With $E=-\kappa^2/2$ the solution is $\psi=\cosh\kappa(L/2-|x|)$.

Integrating the Schr\"odinger equation across the well gives $\psi'(0^+)-\psi'(0^-)=-2g\,\psi(0)$. The left side is $-2\kappa\sinh(\kappa L/2)$, hence
\begin{equation}
\kappa\tanh(\kappa L/2)=g .
\end{equation}
Since $\tanh<1$, $\kappa>g$ for every finite $L$: the level is too deep. The tail need not fall to zero, and the flatter wavefunction costs less kinetic energy.

At the zone boundary, $kL=\pi$, the wavefunction changes sign from cell to cell. The even state must then vanish at $L/2$, so $\psi=\sinh\kappa(L/2-|x|)$ and
\begin{equation}
\kappa\coth(\kappa L/2)=g ,
\end{equation}
which has a solution when $gL>2$ and then gives $\kappa<g$: this level is too shallow. For large $L$, $\tanh(\kappa L/2)\simeq1-2e^{-\kappa L}$ and $\coth(\kappa L/2)\simeq1+2e^{-\kappa L}$. To first order in $e^{-gL}$, therefore,
\begin{equation}
\kappa\simeq g\,(1\pm2e^{-gL}),\qquad
E\simeq-\tfrac12g^2\mp2g^2e^{-gL},
\end{equation}
with the upper sign at Gamma. The two errors are opposite, and their mean has no term of first order.

\section{The belief and its appeal}

The belief is that the impurity level found at Gamma in a large supercell is the level of the isolated impurity. It has good grounds. The cell contains one impurity, the state is visibly localized, and the Gamma level does tend to the isolated level as the cell grows. A large cell has a small Brillouin zone, so one $k$ point seems enough, and at Gamma the wavefunctions can be chosen real.

What fails is the identification at finite size. The periodic system has an impurity band, and Gamma is a special place in it. For the lowest state of a lattice whose hopping terms are all negative, it is the bottom. The following model shows this in three dimensions and gives the size of the error.

\section{An impurity in a cubic lattice}

The host is a simple cubic lattice with hopping $-t$. Energies are now in units of $t$ and lengths in lattice spacings, so $t=1$ in the formulas. The host Hamiltonian $h$ has the band
\begin{equation}
\varepsilon(\mathbf q)=2\sum_{i=1}^{3}(1-\cos q_i),
\end{equation}
which starts at zero. An impurity lowers one site by $U$, and the supercell has $N^3$ sites, so $L=N$. There is one electron and no long-range potential.

Let $\mathbf R$ run over the supercell vectors. A Bloch state obeys $\psi(\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi(0)$ at the impurity sites, and the Schr\"odinger equation reads
\begin{equation}
(h-E)\,|\psi\rangle=U\sum_{\mathbf R}\psi(\mathbf R)\,|\mathbf R\rangle .
\end{equation}
For $E<0$ the operator $h-E$ can be inverted. Define $g(\mathbf R;E)=\langle\mathbf R|(h-E)^{-1}|0\rangle$ and take the component of the inverted equation at the origin. The amplitude $\psi(0)$ cannot vanish, since then the right side, and with it $\psi$, would vanish. Dividing by it, and using $g(-\mathbf R)=g(\mathbf R)$, gives
\begin{equation}
\frac1U=F(E)+s_{\mathbf k}(E),\quad
F=g(0;E),\quad
s_{\mathbf k}=\sum_{\mathbf R\neq0}g(\mathbf R;E)\cos\mathbf k\cdot\mathbf R .
\label{secular}
\end{equation}
The isolated level $E_0$ satisfies $1/U=F(E_0)$. In three dimensions $F$ stays finite as $E$ rises to zero, so such a level exists only for $U>1/F(0)\simeq3.96$; this is assumed below. All effects of the images are in $s_{\mathbf k}$.

The signs follow from
\begin{equation}
g(\mathbf R;E)=\int_0^\infty\! d\tau\,e^{E\tau}\langle\mathbf R|e^{-h\tau}|0\rangle
=\int_0^\infty\! d\tau\,e^{E\tau}\prod_{i=1}^3e^{-2\tau}I_{R_i}(2\tau),
\end{equation}
where the modified Bessel functions $I_n(2\tau)$ are the Fourier coefficients of $e^{2\tau\cos q}$. The integrand is positive, so $g>0$. A derivative with respect to $E$ brings down a factor $\tau$, so $g$ also increases with $E$.

\section{Gamma is the bottom, and it lies too low}

Let $c$ be a normalized vector of amplitudes in the cell and $H_{\mathbf k}$ the Bloch Hamiltonian. Its diagonal part depends on $|c_j|^2$ alone. Each hopping term has the form $-2\,\mathrm{Re}(e^{i\phi}c_j^*c_l)\ge-2|c_j||c_l|$, where $\phi$ is the Bloch phase. Replacing $c$ by $|c|$ and removing the phases therefore cannot raise the energy:
\begin{equation}
\langle c|H_{\mathbf k}|c\rangle\ \ge\ \langle|c|\,|H_\Gamma|\,|c|\rangle\ \ge\ E_\Gamma .
\end{equation}
Thus $E_{\mathbf k}\ge E_\Gamma$ for every $\mathbf k$. At Gamma all cosines are one, so $s_\Gamma>0$, and at $E=E_0$ the right side of (\ref{secular}) exceeds $1/U$. That side increases with $E$, so its root lies lower: $E_\Gamma<E_0$.

For the size of the shift, set $\delta=E_{\mathbf k}-E_0$ and expand (\ref{secular}) about $E_0$, treating $s$ as small:
\begin{equation}
0=F'\delta+\tfrac12F''\delta^2+s_{\mathbf k}+s_{\mathbf k}'\delta+\dots
\end{equation}
The first-order terms give $\delta_1=-s_{\mathbf k}/F'$. The second-order terms give $F'\delta_2=-\tfrac12F''\delta_1^2-s_{\mathbf k}'\delta_1$, and inserting $\delta_1$,
\begin{equation}
E_{\mathbf k}-E_0\simeq-\frac{s_{\mathbf k}}{F'}+\frac{s_{\mathbf k}s_{\mathbf k}'}{F'^2}-\frac{F''s_{\mathbf k}^2}{2F'^3}
=-\frac{s_{\mathbf k}}{F'}+\frac1{2F'}\frac{d}{dE}\!\left[\frac{s_{\mathbf k}^2}{F'}\right].
\label{expand}
\end{equation}

Now average over the zone with equal weights. Each cosine with $\mathbf R\ne0$ averages to zero, so $\langle s_{\mathbf k}\rangle=0$. Since $g(-\mathbf R)=g(\mathbf R)$, the cosine in $s_{\mathbf k}$ may be replaced by $e^{i\mathbf k\cdot\mathbf R}$. In $\langle s_{\mathbf k}^2\rangle$ the factor $e^{i\mathbf k\cdot(\mathbf R+\mathbf R')}$ then averages to zero unless $\mathbf R'=-\mathbf R$, which leaves $\sum g(\mathbf R)^2$. To second order,
\begin{equation}
\langle E\rangle-E_0\simeq\frac1{2F'}\frac{d}{dE}\left[\frac1{F'}\sum_{\mathbf R\ne0}g(\mathbf R;E)^2\right]_{E_0}.
\label{average}
\end{equation}
The Gamma error is linear in the tail that reaches the next impurity; the error of the average is quadratic.

\section{How fast the tails decay}

Along an axis, do the integral over $q_x$ first. With $2\cosh\lambda=2+|E|+2\sum_{i=y,z}(1-\cos q_i)$,
\begin{equation}
\int_{-\pi}^{\pi}\frac{dq_x}{2\pi}\frac{e^{iq_xN}}{2\cosh\lambda-2\cos q_x}=\frac{e^{-\lambda N}}{2\sinh\lambda}.
\end{equation}
For large $N$ small transverse momenta dominate. There $\lambda\simeq\kappa+q_\perp^2/(2\sinh\kappa)$, with $\cosh\kappa=1+|E|/2$. The Gaussian integral over $q_\perp$ gives $\sinh\kappa/(2\pi N)$, so
\begin{equation}
g(N,0,0)\simeq\frac{e^{-\kappa N}}{4\pi N}.
\label{tail}
\end{equation}
With the six nearest images, $E_\Gamma-E_0\simeq-6g/F'$, of order $e^{-\kappa N}/N$.

For the average, differentiate the exponent. From $2\sinh\kappa\,d\kappa=-dE$ one finds $g'\simeq Ng/(2\sinh\kappa)$, and (\ref{average}) becomes
\begin{equation}
\langle E\rangle-E_0\simeq\frac{3g^2}{F'^2}\left[\frac{N}{\sinh\kappa}-\frac{F''}{F'}\right].
\label{avgtail}
\end{equation}
Since $g^2\propto e^{-2\kappa N}/N^2$, this is of order $e^{-2\kappa N}/N$. The decay rate has doubled. For large $N$ the bracket is positive, so the average lies slightly too high.

\section{The numbers for $U=6t$}

The isolated level is $E_0=-1.10392\,t$, with $\kappa=1.0075$ per spacing, $F'=0.03594\,t^{-2}$ and $F''=0.02175\,t^{-3}$. The levels below come from diagonalizing the Bloch Hamiltonian, and errors are measured from $E_0$. The zone average uses a $6\times6\times6$ mesh.

\begin{center}
\begin{tabular}{rccc}
$N$ & Gamma error ($t$) & zone-average error ($t$) & ratio of sizes\\
4 & $-7.42\times10^{-2}$ & $1.00\times10^{-3}$ & 74\\
6 & $-6.08\times10^{-3}$ & $1.17\times10^{-5}$ & 519\\
8 & $-5.70\times10^{-4}$ & $1.54\times10^{-7}$ & 3694\\
10 & $-5.89\times10^{-5}$ & $2.19\times10^{-9}$ & 26929
\end{tabular}
\end{center}

In the smallest cell the Gamma level is $-1.178\,t$. It overbinds by $0.0742/1.1039=6.7\%$ of the binding energy, while the average errs by $0.09\%$. The average in the cell of $6^3=216$ sites is closer to $E_0$ than the Gamma level in the cell of $10^3=1000$ sites.

The tail formula can be followed by hand at $N=10$. Equation (\ref{tail}) gives $g\simeq4.21\times10^{-5}/125.7=3.35\times10^{-7}$, so the Gamma error is about $-6\times3.35\times10^{-7}/0.03594=-5.6\times10^{-5}\,t$, within about $5\%$ of the diagonalization. In (\ref{avgtail}), $\sinh\kappa=1.187$ makes the bracket $8.43-0.61=7.82$, and the result is $2.0\times10^{-9}\,t$ against $2.2\times10^{-9}\,t$. The full second-order formulas, with the more distant images included, pass a test at the $1\%$ level for $N=8$ and $10$.

After multiplication by $N$, the errors decay between $N=8$ and $10$ at rates 1.024 and 2.017 per spacing, to be compared with $\kappa=1.008$ and $2\kappa=2.015$.

The band width gives a practical warning. With nearest images alone, $s_{\mathbf k}$ has opposite values at Gamma and at the zone corner, so to first order the size of the Gamma error is half the width. At $N=10$ the width is $1.162\times10^{-4}\,t$, and half of it is $5.81\times10^{-5}\,t$.

\section{The same gain from one $k$ point}

A dense mesh is not needed. At $\mathbf kL=(\pi/2,\pi/2,\pi/2)$, the mean-value point of the cubic zone, the contributions of all images with an odd component cancel when summed over the signs of their components. The first survivors are the six images at distance $2N$, each with cosine $-1$, so the error is $+6g(2N,0,0)/F'$, again of order $e^{-2\kappa N}/N$. Dividing it by the leading part of (\ref{avgtail}) gives
\begin{equation}
\frac{6\,e^{-2\kappa N}/(8\pi NF')}{3\,e^{-2\kappa N}/(16\pi^2NF'^2\sinh\kappa)}=4\pi F'\sinh\kappa=0.54 .
\end{equation}
At $N=10$ the computed ratio is $1.198/2.187=0.55$. In this model one well-chosen point does better than the full average.

There is an identity behind this. The surviving images $2N\mathbf m$, with integer components $m_i$, carry the signs $(-1)^{m_1+m_2+m_3}$. This is the secular equation of a cell of side $2N$ at its zone corner. Accordingly, the mean-value-point error for $N=4$ and the band-top error for $N=8$ are both $5.3495\times10^{-4}\,t$.

A $2\times2\times2$ mesh containing Gamma also removes the nearest images at first order. It leaves $-6g(2N,0,0)/F'$ and doubles the nearest-image part of $\langle s_{\mathbf k}^2\rangle$, because on this mesh $\mathbf R$ pairs with $+\mathbf R$ as well as with $-\mathbf R$. Its error should be near $2\times2.187-1.198=3.18$ in units of $10^{-9}\,t$ at $N=10$, and the computed value is 3.18.

\section{Where the statement changes}

\textit{Odd states.} Gamma does not overbind every state. In a symmetric one-dimensional well an odd state at Gamma satisfies $\psi(L/2)=\psi(-L/2)=-\psi(L/2)$, so it vanishes at the cell boundary. Extended by zero, it is an odd trial function for the isolated well. If the potentials of neighbouring wells do not overlap, the variational principle then shows that the lowest odd level at Gamma cannot lie below the isolated one. Overlapping attractive tails deepen the well and can reverse the sign.

A chain with a well of depth $t$ on five sites shows both signs. For $N=16$ the even level at Gamma is too low by $1.25\times10^{-5}\,t$, and the odd level is too high by $6.82\times10^{-4}\,t$. The zone average of the odd band errs by $2.5\times10^{-6}\,t$. Between $N=16$ and $24$ the odd-state errors decay at 0.563 per spacing at Gamma and 1.065 for the average, a little less than double. An estimate explains most of the deficit: one-dimensional tails lack the factor $1/N$, so the average should err as $Ne^{-2\kappa N}$. With $\kappa=0.562$ this lowers the rate from 1.125 by $\ln(24/16)/8=0.051$, to 1.07.

\textit{Host minimum elsewhere.} If the hopping is $+t$, the host minimum moves to $(\pi,\pi,\pi)$. Changing the sign of $\psi$ on alternate sites restores the earlier problem, but for odd $N$ it also reverses the sign between neighbouring cells. Gamma then takes the place of the zone corner, where to leading order the level is too high.

\textit{Overlapping bands and partial filling.} The average is defined for an impurity band separate from the host band, as it is in all four cells here. The weights of the $k$ points must also make the contributions of the nearest images cancel, as equal weights do on a uniform mesh with at least two points along each axis. If the band is partly filled from below, the occupied states favour its bottom and the first-order error returns.

\textit{Long-range potentials.} A charged defect in a periodic cell feels the potential of its images and of the compensating background. A part that is constant throughout the cell moves all $E_{\mathbf k}$ by the same amount. It therefore moves their average too, and averaging over $k$ does not remove it. Zone averaging removes the first-order error from the overlap of wavefunctions; for a shallow level in a small cell the remainder can still be large. Electrostatic and elastic image effects need their own treatment.

The numerical output below lists the main levels and errors. There $E_0$ is checked against the mean-value point of a cell with $N=16$, to better than $10^{-12}\,t$. The entry for a single 400-node quadrature, $2.2\times10^{-11}\,t$, is about $2\%$ of the smallest error listed for the cubic cells with $N=4$ to $10$. It comes from rounding in the computed weights, not from too few nodes; the short panels used for $E_0$ avoid it.

\section*{Computed values}
\begin{verbatim}
impurity strength U = 6.0 t
isolated level E0 = -1.10391810 t
Gamma level of the cell N=24 = -1.10391810 t
mean-value-point level of the cell N=16, minus E0 = -1.8e-15 t
level error of a single 400-node quadrature = 2.2e-11 t
F'(E0) = 0.035935 1/t^2, F''(E0) = 0.021750 1/t^3
axial decay constant kappa = 1.00752 per spacing
N=4: Gamma level = -1.17814761 t
N=4: zone average = -1.10291862 t
N=4: Gamma error = -7.4230e-02 t, second-order formula -7.2383e-02 t
N=4: band-top error = 6.0649e-02 t, band width 1.3488e-01 t
N=4: zone-average error = 9.9948e-04 t, formula 1.0324e-03 t
N=4: 2x2x2 mesh error = 1.4797e-03 t, formula 1.6363e-03 t
N=4: mean-value-point error = 5.3495e-04 t, formula 5.3495e-04 t
N=4: |Gamma error| / zone-average error = 74.3 (pure number)
N=6: Gamma level = -1.10999576 t
N=6: zone average = -1.10390639 t
N=6: Gamma error = -6.0777e-03 t, second-order formula -6.0757e-03 t
N=6: band-top error = 5.3033e-03 t, band width 1.1381e-02 t
N=6: zone-average error = 1.1711e-05 t, formula 1.1736e-05 t
N=6: 2x2x2 mesh error = 1.7113e-05 t, formula 1.7218e-05 t
N=6: mean-value-point error = 6.3678e-06 t, formula 6.3678e-06 t
N=6: |Gamma error| / zone-average error = 519.0 (pure number)
N=8: Gamma level = -1.10448835 t
N=8: zone average = -1.10391795 t
N=8: Gamma error = -5.7025e-04 t, second-order formula -5.7025e-04 t
N=8: band-top error = 5.3495e-04 t, band width 1.1052e-03 t
N=8: zone-average error = 1.5436e-07 t, formula 1.5438e-07 t
N=8: 2x2x2 mesh error = 2.2431e-07 t, formula 2.2439e-07 t
N=8: mean-value-point error = 8.4552e-08 t, formula 8.4552e-08 t
N=8: |Gamma error| / zone-average error = 3694.2 (pure number)
N=10: Gamma level = -1.10397700 t
N=10: zone average = -1.10391810 t
N=10: Gamma error = -5.8902e-05 t, second-order formula -5.8902e-05 t
N=10: band-top error = 5.7311e-05 t, band width 1.1621e-04 t
N=10: zone-average error = 2.1873e-09 t, formula 2.1873e-09 t
N=10: 2x2x2 mesh error = 3.1774e-09 t, formula 3.1775e-09 t
N=10: mean-value-point error = 1.1975e-09 t, formula 1.1975e-09 t
N=10: |Gamma error| / zone-average error = 26929.1 (pure number)
decay rate of N*|Gamma error|, N=8 to 10: 1.0235 per spacing
decay rate of N*zone error, N=8 to 10: 2.0167 per spacing
chain: well depth 1.0 t on 5 sites
chain: isolated even level -0.816009 t, odd -0.324718 t
chain N=16: even-state Gamma error = -1.2512e-05 t
chain N=16: odd-state Gamma error = 6.8193e-04 t, zone-average error = 2.5463e-06 t
chain N=24: odd-state Gamma error = 7.5326e-06 t, zone-average error = 5.0620e-10 t
chain: odd-state kappa = 0.5624 per spacing
chain: odd-state error rates, Gamma 0.5632, zone average 1.0654 per spacing
\end{verbatim}
